# Do grain-boundary resistances average in series in a wide metal film?

## Question

I am modelling a polycrystalline metal film, 20 nm thick, with columnar grains about 10 nm across. The boundaries are not alike: the specific resistance $\gamma$ (resistance times area) has median $10^{-15}\ \Omega\,\mathrm{m^2}$, and its logarithm is normally distributed with standard deviation 1.

Current crossing the film meets one boundary per grain length. I therefore took the mean boundary resistance, as for resistors in series, and got a boundary contribution of $8.24\ \Omega$ per square. The film is many grains wide, so I expected the average to be even safer than in a narrow line. Is this right? If not, what replaces the mean?

## Answer

The series mean is right for a line one grain wide. In a wide film it is an upper bound, because the current can go around bad boundaries. For an idealized film the correct average can be found without solving the network.

### The model

Let the grains be squares on a square lattice. Treat each grain as a node at one potential, neglecting its interior resistance for now, and each boundary as a bond of conductance $g=1/r$. The $g$ are independent and have the same distribution in both directions. Let $\ln g$ be distributed symmetrically about $\ln g_0$, with standard deviation $s$, so that $g_0=\exp\langle\ln g\rangle$ is the geometric mean. Your log-normal distribution qualifies.

Take a sample with $n$ rows of grains between a left and a right electrode, and $n-1$ grains in each row. Each row then has $n$ longitudinal bonds, counting those to the electrodes. If all bonds equal $g$, each row conducts $g/n$ and the $n$ rows together conduct $g$. The conductance $G$ of this sample is thus directly a sheet conductance.

### What the series mean really gives

In a single row the same current crosses every boundary, so the resistances add and the resistance per grain tends to $\langle r\rangle$. With $x=\ln(g/g_0)$ normally distributed,

$$\langle r\rangle=\frac1{g_0}\int\frac{e^{-x}e^{-x^2/2s^2}}{\sqrt{2\pi}\,s}\,dx=\frac{e^{s^2/2}}{g_0},$$

because $-x-x^2/2s^2=-(x+s^2)^2/2s^2+s^2/2$.

In a wide film, let $i_b$ be the true bond currents for total current $I$, and let $i_b+\delta_b$ be any other flow that obeys the node law and carries the same $I$. Its dissipation is

$$\sum_b r_b(i_b+\delta_b)^2=RI^2+2\sum_b (r_bi_b)\delta_b+\sum_b r_b\delta_b^2 .$$

The factor $r_bi_b$ is a potential difference. Regrouping the middle sum by nodes multiplies each potential by the net $\delta$ current leaving that node, which is zero, also at the electrodes. Hence the true flow has the least dissipation. Now try equal currents $I/n$ in all longitudinal bonds and none in the transverse ones:

$$R\le\frac1{n^2}\sum_{\rm long.}r_b\;\longrightarrow\;\langle r\rangle .$$

The series mean therefore assumes a current that does not redistribute. Similarly, the true potentials minimize $\sum g_b(\Delta\phi_b)^2$ at fixed voltage, and a uniform potential drop gives $G\le\langle g\rangle$ for a large sample. The answer lies between these two bounds.

### Duality fixes the value

Put the left electrode at potential $V$ and the right one at zero. Assign a number $\psi$ to every face of the network, including the outer regions above and below it, so that the current along a bond is

$$i=\psi_{\rm left}-\psi_{\rm right},$$

with left and right as seen when moving along the bond. This is possible because the node law makes the changes of $\psi$ around any node add to zero. For a bond pointing towards the right electrode, "left" is above. Adding the currents of one column of longitudinal bonds gives $\psi_{\rm top}-\psi_{\rm bottom}=I$.

Now go counterclockwise around a face $f$, which stays on the left. The voltage drops $i/g$ add to zero:

$$\sum_{f'}\frac1{g_{ff'}}\left(\psi_f-\psi_{f'}\right)=0 .$$

This is a node law for $\psi$ on the dual network, whose nodes are the faces and whose conductances are $1/g$. The dual network has the "voltage" $I$ between top and bottom. The "current" leaving its top electrode is the sum of $i/g$ along the top row of bonds, which is the voltage $V$. Its conductance is thus $V/I$:

$$G[g]\;G^*[1/g]=1 .$$

This holds for each sample, without averaging. In four random samples of different shapes, the largest deviation of the product from 1 was $2.6\times10^{-14}$.

The faces form $n-1$ rows and $n$ columns. After a quarter turn they make $n$ rows with $n-1$ interior nodes each, which is the original shape. Multiplying all dual conductances by $g_0^2$ gives bonds $g_0^2/g$, and log-symmetry says that these are distributed like $g$. So $g_0^2/G$ is distributed like $G$, and

$$\langle\ln G\rangle=\ln g_0\qquad\text{for every } n .$$

For $n=2$ the sample is a five-bond bridge. With each bond equal to 3 or 1/3 there are 32 equally likely cases; the geometric mean of their $G$ is 1.000000, while the plain mean is 1.2316. In a small sample it is therefore the logarithm that has to be averaged.

### Why one large film has this value

A symmetric distribution of $\ln G$ could still be broad. For weak disorder its width follows from the minimum principle for the potentials. Since a first-order change of $\phi$ does not alter the minimum, $\partial G/\partial g_b=(\Delta\phi_b/V)^2$. In the uniform network this is $1/n^2$ for each of the $n^2$ longitudinal bonds and zero for the others. Hence

$$\delta\ln G=\frac1{n^2}\sum_{\rm long.}\delta\ln g_b,\qquad \mathrm{std}(\ln G)=\frac{\sqrt{n^2}\,s}{n^2}=\frac sn .$$

For strong but bounded disorder, $g_0/K\le g\le Kg_0$, the width also vanishes. Set $g_0=V=1$.

1. Let $p_b=g_b\Delta\phi_b^2/G$ be the share of the power dissipated in bond $b$, so that $\sum_b p_b=1$ and $\partial\ln G/\partial\ln g_b=p_b$. If one bond is redrawn, $p_b$ changes by at most a factor set by $K$: the rest of the network acts on that bond as a fixed source with a fixed internal conductance. So $\ln G$ changes by at most $Cp_b$, where $C$ depends on $K$.
2. The Efron–Stein inequality bounds a variance by half the sum of the mean squared changes when the variables are redrawn one at a time. Thus
$$\mathrm{Var}(\ln G)\le\tfrac12C^2\Big\langle\sum_bp_b^2\Big\rangle\le\tfrac12C^2\langle\max_b p_b\rangle .$$
3. Surround bond $b$ by rings of nodes at distances $\rho=1,2,\dots$ up to a fixed fraction of $n$. Each inner potential is a weighted average of its neighbours, so $|\Delta\phi_b|$ cannot exceed the potential variation along any ring. A ring has at most $c\rho$ bonds, and the Cauchy–Schwarz inequality gives $\Delta\phi_b^2\le c\rho\sum_{\rm ring}\Delta\phi^2$. Divide by $c\rho$ and add the rings. The right side is at most $\sum\Delta\phi^2\le KG\le K^2$, and the left side grows as $\Delta\phi_b^2\ln n/c$. So $\Delta\phi_b^2$, and with it $\max p_b$, falls at least as fast as $1/\ln n$. Near a free edge or one electrode, the ring becomes an arc and the argument is unchanged.

The mean of $\ln G$ is fixed at $\ln g_0$ and its variance tends to zero. Therefore

$$\boxed{G\to g_0=\exp\langle\ln g\rangle\qquad(n\to\infty)}$$

The log-normal distribution is unbounded. Clipping both tails symmetrically, far out, brings it under this proof; for the unclipped distribution I rely on the numbers. At $s=1$ the standard deviation of $\ln G$ is 0.100 for $n=10$ and 0.024 for $n=40$, close to $s/n$. For $n=100$, averaging $\ln G$ over six samples, the sheet resistances in units of $1/g_0$ are:

| $s$ | network | series mean |
|---|---|---|
| 0.5 | 0.998 | 1.133 |
| 1.0 | 1.001 | 1.649 |
| 1.5 | 0.994 | 3.080 |

### Your film, and how wide "wide" is

A boundary has area $10\ \mathrm{nm}\times20\ \mathrm{nm}$, so its median resistance is

$$r_0=\frac{10^{-15}\ \Omega\,\mathrm{m^2}}{(10^{-8}\ \mathrm m)(2\times10^{-8}\ \mathrm m)}=5.00\ \Omega .$$

This is also the boundary sheet resistance of the wide ideal film. Your series value is $5.00\,e^{1/2}=8.24\ \Omega$, too large by 65%. Multiplied by the thickness, the two values correspond to 10.0 and 16.5 $\mu\Omega\,$cm.

For long strips with free edges, at the same grain size, thickness and boundary distribution, the network gives:

| width (nm) | boundary sheet resistance ($\Omega$) |
|---|---|
| 10 | 8.30 |
| 20 | 6.07 |
| 40 | 5.42 |
| 80 | 5.22 |
| 160 | 5.11 |

The first value differs from 8.24 by 0.6%, which is the expected scatter of a mean over 40,000 boundaries. A second row of grains already removes about two thirds of the excess over $5\ \Omega$. At sixteen grains the excess is 2%. Each row of the table comes from a single random strip; averaging over more strips shifts the entries from 20 to 160 nm by about $0.02\ \Omega$.

### When the geometric mean fails

**No log-symmetry.** Duality then relates two different films: the large-film conductance for a distribution of $g$, times that for the distribution of $1/g$, is 1. It does not fix either factor. If 25% of the boundaries have $g=20$ and the rest have $g=1$, the network gives 1.81, while the geometric mean is $20^{1/4}=2.11$. The product with the reciprocal film came out as 1.016, from eight random films of each kind. The offset from 1 is sampling noise: larger films with the fraction held at exactly 25% give 1.79 instead of 1.81, and a product of 1.00. With equal fractions $\ln g$ is symmetric again, and the network gives 4.48 against $\sqrt{20}=4.47$. A film with a minority of highly conducting boundaries, such as coherent twins, therefore need not follow the geometric mean.

**Other grain shapes.** Hexagonal grains have six neighbours and form a triangular network. Its dual is a honeycomb, so the self-duality is lost. For $s=1$ the computed conductance is 1.154 times that of the same network with every boundary at the median; larger samples give 1.150, so the ratio is 1.15 to the digits that are settled. Effective-medium theory, an approximation, determines $\sigma$ for $z$ neighbours from

$$\left\langle\frac{g-\sigma}{g+(z/2-1)\sigma}\right\rangle=0 .$$

For $z=4$ the fraction is $\tanh[\tfrac12\ln(g/\sigma)]$, an odd function of $\ln(g/\sigma)$, so log-symmetry gives $\sigma=g_0$. For $z=6$ the equation gives 1.152. The boundary resistance of the hexagonal film is thus about 13% below its value with every boundary at the median, even further from the series rule. That reference value is again $5.00\ \Omega$ if opposite sides of each hexagon are 10 nm apart.

**Grain interiors.** With a bulk resistivity of $8\ \mu\Omega\,$cm, the interiors have a sheet resistance of $8\times10^{-8}\ \Omega\,\mathrm m/(2\times10^{-8}\ \mathrm m)=4.00\ \Omega$, comparable with the boundaries. The total dissipation is an interior part plus a boundary part, and the minimum of a sum is at least the sum of the separate minima. A uniform trial current gives the upper bound. For a large film,

$$4.00+5.00\;\le\;R_{\rm total}/\Omega\;\le\;4.00+8.24 .$$

Resolving each grain on a $6\times6$ mesh gives $9.70\ \Omega$ for eight films 24 grains wide; a $3\times3$ mesh gives 9.73. Larger periodic films with finer meshes move the value up by about $0.04\ \Omega$, to 9.74, so it is good to about $9.7\ \Omega$. Adding the geometric mean to the bulk term is therefore 7 to 8% too low, and adding the series mean is about 26% too high. The sum of minima is not reached because the interiors favour a uniform current and the unequal boundaries a winding one.

### Comparison with a real film

The bulk resistivity and a mean free path of 7 nm are roughly those of ruthenium, and grains of 10 nm are plausible for a thin film of it. The boundary resistance is a round value of a reasonable size; the spread $s=1$ is a chosen value, not a measured one. With ohmic interiors the model gives a film resistivity of about $19\ \mu\Omega\,$cm, against 24 by the series rule. Fully diffuse top and bottom surfaces would raise the bulk term by 15%, or about $1.2\ \mu\Omega\,$cm, if treated as in a film without boundaries.

One assumption clearly under strain is that of local resistors. A fraction $e^{-10/7}=0.24$ of the electrons travels a full 10 nm without scattering, so a grain is not a well-mixed node. The free-electron Sharvin resistance, that of a perfectly transmitting contact, is $\gamma_S=\tfrac43\rho\lambda=7.5\times10^{-16}\ \Omega\,\mathrm{m^2}$. A boundary of transmission $T$ raises it to $\gamma_S/T$ and so adds $\gamma=\gamma_S(1-T)/T$, which puts your median boundary at $T=0.43$. How far ballistic flight changes the sheet resistance is not computed here; the figure of $19\ \mu\Omega\,$cm is a classical ohmic result.

The model suggests a caution for carrying film data over to lines. In a line one grain wide, uniform current satisfies all the circuit laws, so the interior and series terms do add, to $12.24\ \Omega$ per square. With grain size, thickness and boundary distribution held fixed, this ohmic model, with square grains and the chosen spread $s=1$, predicts a rise of 26% from the wide film to the line, before any scattering at the side walls. To the extent that a real line behaves this way, a fit that assigns the whole rise to side walls overestimates their effect.

The numerical output below lists the values used here.

## Computed results

```
Duality, largest |G G* - 1|: 2.6e-14
Bridge, g = 3 or 1/3: exp<ln G> = 1.000000
Bridge: plain mean <G> = 1.2316
Weak disorder s=0.1, n=10: n*std(ln G)/s = 1.056
s=1, n=10: mean ln G = 0.0078, std = 0.0998
s=1, n=40: mean ln G = 0.0006, std = 0.0236
Large film n=100: s, R network, R series mean (units 1/g0)
  0.5  0.998  1.133
  1.0  1.001  1.649
  1.5  0.994  3.080
Two-value films, g = 20 or 1: network, geometric mean
  50% at 20: 4.478, 4.472
  25% at 20: 1.812, 2.115
  25% film times its reciprocal film: 1.016
Grain 10 nm, thickness 20 nm, s = 1.0
Median specific boundary resistance 1.0e-15 ohm m^2
Bulk resistivity 8.0 uohm cm, mean free path 7 nm
Boundary sheet resistance, geometric: 5.000 ohm
Boundary sheet resistance, series: 8.244 ohm
Boundary resistivity, geometric: 10.00 uohm cm
Boundary resistivity, series: 16.49 uohm cm
Long strips: grains wide, width (nm), boundary sheet R (ohm)
   1    10  8.296
   2    20  6.074
   4    40  5.415
   8    80  5.221
  16   160  5.108
Grain-interior sheet resistance: 4.000 ohm
Interior + geometric mean (lower bound): 9.000 ohm
Resolved grains, 3x3 and 6x6 mesh: 9.726, 9.702 ohm
Interior + series mean (upper bound): 12.244 ohm
Resolved-grain resistivity: 19.40 uohm cm
Series-rule total resistivity: 24.49 uohm cm
Hexagonal grains, conductance / geometric value: 1.154
  effective-medium approximation: 1.152
Diffuse surfaces multiply bulk resistivity by 1.149
  added resistivity: 1.19 uohm cm
Sharvin specific resistance: 7.47e-16 ohm m^2
Implied median boundary transmission: 0.427
Fraction crossing a grain unscattered: 0.240
```
